# Polarisability and photoionisation of a hydrogenic 1s state by Numerov solution, part 2

A hydrogenic 1s state $\psi_0$ (charge $Z$, infinite nuclear mass) is driven by a weak uniform field $F_0\cos\omega t$ along $z$. In atomic units, $c = 1/\alpha_{\rm fs}$, we seek its polarisability $\alpha$ and photoionisation cross section $\sigma$ for $\omega>Z^2/2$. With Hamiltonian $H = -\tfrac12\nabla^2 - Z/r$ and $E_0 = -Z^2/2$,

$$\chi(E) = (H-E)^{-1}z\psi_0,\qquad a(E) = \langle\psi_0|z|\chi(E)\rangle ,$$

$$\alpha(\omega) = a(E_0+\omega+i0) + a(E_0-\omega),$$

$$\sigma(\omega) = \frac{4\pi\omega}{c}\,\mathrm{Im}\,\alpha(\omega).$$

The radial equation is

$$-\tfrac12w'' + \left(\frac1{r^2}-\frac Zr-E\right)w = s,\qquad w(0)=0,\qquad a(E) = \frac13\int_0^\infty s\,w\,dr ,$$

with $s = ru_0 = 2Z^{3/2}r^2e^{-Zr}$, $u_0$ being the radial ground state.

At $E_0+\omega = k^2/2$, $\rho = kr$ and $\eta = -Z/k = -\nu$; at $E_0-\omega = -\kappa^2/2$ the solution decays. The $l=1$ Coulomb functions are the regular $F_1\to\sin\theta$, the irregular $G_1\to\cos\theta$ and the outgoing $H^+ = G_1+iF_1$, where $\theta = \rho-\eta\ln2\rho-\pi/2+\sigma_1$, $\sigma_1 = \arg\Gamma(2+i\eta)$. Their primes mean $d/d\rho$, and $F_1'G_1-F_1G_1' = 1$. $F_1 = C_1\rho^2e^{-i\rho}M$, with $M(\beta,4,\zeta) = \sum_n(\beta)_n\zeta^n/[(4)_n n!]$, $\beta = 2-i\eta$, $\zeta = 2i\rho$, $(x)_n = x(x+1)\cdots(x+n-1)$ and

$$C_1^2 = \frac{2\pi\nu(1+\nu^2)}{9\,(1-e^{-2\pi\nu})}.$$

For $E+i\gamma$, $\gamma\to0^+$, the outgoing solution is

$$w(r) = \frac2k\left[H^+(kr)\int_0^rF_1s\,dr' + F_1(kr)\int_r^\infty H^+s\,dr'\right].$$

Beyond the source $w = AH^+$ with $A = 2D/k$, $\mathrm{Im}\,\alpha = kA^2/6$ and

$$\mathrm{Im}\,\alpha = \frac{2D^2}{3k},\qquad D = \int_0^\infty F_1(kr)\,s(r)\,dr .$$

$H^+ = e^{i\theta}S$, $S = \sum c_n\rho^{-n}$, is summed at $\rho\ge\rho_{\rm far} = 25+\eta^2$ and integrated inward if $kR<\rho_{\rm far}$.

The Numerov grid is $r_i = ih$, $i = 0,\dots,N$, $R = Nh$, with $f = 2/r^2-2Z/r-2E$, $t_i = 1-h^2f_i/12$ and rows

$$t_{i-1}w_{i-1}-\left(2+\tfrac{10}{12}h^2f_i\right)w_i+t_{i+1}w_{i+1} = -\frac{h^2}6\left(s_{i-1}+10s_i+s_{i+1}\right).$$

The edge relation $w_N = qw_{N-1}$ adds $t_Nq$ to the last diagonal element; $q = H^+(kR)/H^+(kR-kh)$ at $E_0+\omega$, $q=0$ at $E_0-\omega$. The origin term in row 1 uses $w = c_0r^2(1+b_1r+b_2r^2)+pr^4+\dots$, $p = -\tfrac25Z^{3/2}$, and adds $-1/(6\Delta)$ to the first diagonal element, $\Delta = 1-Zh/2+(Z^2-2E)h^2/10$. It costs $O(h^6)$; omitting it costs order $h^3$. The grid error is $O(h^4)$, including an outer boundary term of modulus $\mathrm{Im}\,a\,(kh)^4/480$ and phase factor $e^{2i\theta}$. Ending at $R$ gives $\delta a\simeq-\tfrac23A\int_R^\infty sH^+dr$. Scaling: $\alpha_Z(\omega) = Z^{-4}\,\alpha_1(\omega/Z^2)$.

## Cost and stability

Each frequency takes two tridiagonal solves, $O(N)$ in time and memory, with $N = R/h$. The radius is set by the source, $ZR$ of a few tens, and not by the wavelength of the electron; the step is set by $Zh\ll1$ and $kh\ll1$. The inward integration of $H^+$ is absent for $kR\ge25+\eta^2$ and covers a range of order $Z^2/k^2$ in $\rho$ near threshold.

For $kh\ll1$ and $Zh\ll1$ the resonant system is not singular at real $E>0$. The argument needs $t_i\ne0$, $\Delta\ne0$ and $\mathrm{Im}\,q\ne0$; the last two hold on such a grid but not on a coarse one, since $\Delta$ vanishes near $kh=\sqrt{10}$ and $\mathrm{Im}\,q$ changes sign near $kh=\pi$. In the variables $v_i = t_iw_i$ the matrix has unit off-diagonals and a real diagonal, except for the last element, whose imaginary part is $t_N\,\mathrm{Im}\,q/t_{N-1}$. Now $\mathrm{Im}\,q = (F_NG_{N-1}-G_NF_{N-1})/|H^+_{N-1}|^2\simeq kh/|H^+|^2>0$ by the Wronskian, for small $kh$. For a null vector $v$, the imaginary part of the quadratic form $v^\dagger(\text{matrix})v$ is that element times $|v_{N-1}|^2$, so $v_{N-1}=0$; the last row then gives $v_{N-2}=0$, and so on down to $v_1$. The condition $t_i\ne0$ holds automatically here: for $E>0$, $f_i<2/r_i^2$, so $t_i>1-1/(6i^2)\ge5/6$. Only in the solve at $E=-\kappa^2/2$ can $t_i$ vanish, and at large $r$ that would need $\kappa h = \sqrt{12}$.

Elimination from the origin without row exchanges produces pivots $-v_{i+1}/v_i$ of the discrete regular solution, which come close to zero when a grid point falls near a node of $F_1$; hence partial pivoting. The matrix is $h^2$ times a differential operator, with largest eigenvalues of order unity, so its condition number grows as $h^{-2}$, and rounding eventually overtakes the $h^4$ error as $h$ is reduced. Outward marching cannot replace the matrix solve at $E<0$: rounding errors grow as $e^{\kappa R}$, which is $e^{69}$ for $\kappa = \sqrt3$, $R=40$.

## Closed forms for comparison

Integrating the series of $M$ term by term with $\int r^{n+3}e^{-Pr}dr = (n+3)!/P^{n+4}$ and $(n+3)! = 6\,(4)_n$ leaves a binomial series:

$$J = \int_0^\infty r^3e^{-Pr}M(\beta,4,Qr)\,dr = 6P^{-4}(1-Q/P)^{-\beta} = 6P^{\beta-4}(P-Q)^{-\beta}.$$

Take $P = \lambda+ik$, $Q = 2ik$, $\beta = 2+i\nu$. The series needs $|Q|<|P|$, but both sides are analytic in $\lambda$ for $\mathrm{Re}\,\lambda>0$ because $F_1$ is bounded, so the result holds for all $\lambda>0$. With $\varphi = \arctan(k/\lambda)$, the factors $(\lambda+ik)^{i\nu}$ and $(\lambda-ik)^{-i\nu}$ each supply $e^{-\nu\varphi}$ and their phases cancel: $J = 6(\lambda^2+k^2)^{-2}e^{-2\nu\varphi}$. One more power of $r$ comes from $-d/d\lambda$. Since $d\varphi/d\lambda = -k/(\lambda^2+k^2)$, $-d\ln J/d\lambda = (4\lambda-2\nu k)/(\lambda^2+k^2)$, which at $\lambda=Z$, $\nu k=Z$, $Z^2+k^2 = 2\omega$ equals $2Z/2\omega$. Then $D = 2Z^{3/2}C_1k^2(-dJ/d\lambda)$ gives

$$D = \frac{24\,Z^{5/2}C_1k^2}{(2\omega)^3}\,e^{-2\nu\arctan(1/\nu)} .$$

In $2D^2/3k$ use $1+\nu^2 = 2\omega/k^2$ and $k\nu=Z$; the numerical factor is $2\cdot576\cdot2\pi/(27\cdot2^5) = 8\pi/3$:

$$\mathrm{Im}\,\alpha = \frac{8\pi}3\,\frac{Z^6}{\omega^5}\,\frac{e^{-4\nu\arctan(1/\nu)}}{1-e^{-2\pi\nu}} .$$

At threshold $\nu\arctan(1/\nu)\to1$ and $\omega = Z^2/2$, so $\sigma\to512\pi^2\alpha_{\rm fs}/(3e^4Z^2)$, which is finite and equals 6.30 Mb for $Z=1$. For $k\gg Z$ the denominator tends to $2\pi\nu$ and the numerator to 1, so $\mathrm{Im}\,\alpha\to\tfrac43Z^5k/\omega^5$ and $\sigma\propto\omega^{-7/2}$ within the nonrelativistic dipole model.

The real part follows from the spectral form. Inserting the eigenstates in $a(E)$, with $\omega_n = E_n-E_0$ and $f_n = 2\omega_n|\langle n|z|0\rangle|^2$, the two terms combine as $1/(\omega_n-\omega)+1/(\omega_n+\omega) = 2\omega_n/(\omega_n^2-\omega^2)$. In the continuum $1/(x-i0) = \mathrm P(1/x)+i\pi\delta(x)$ identifies $df/d\omega = 2\omega\,\mathrm{Im}\,\alpha/\pi$. Thus

$$\mathrm{Re}\,\alpha(\omega) = \sum_{n\ge2}\frac{f_n}{\omega_n^2-\omega^2}+\mathrm P\!\int_{Z^2/2}^\infty\frac{df}{d\omega'}\frac{d\omega'}{\omega'^2-\omega^2}.$$

The commutator $[z,[H,z]]=1$ gives the Thomas–Reiche–Kuhn sum $\sum f_n+\int df = 1$, and with it $\mathrm{Re}\,\alpha\to-1/\omega^2$ at high frequency, the response of a free electron.

For $f_n$ take $Z=1$. The substitution used for $F_1$, with $e^{-r/n}$ in place of $e^{-i\rho}$, gives $u_{n1} = \mathcal Nr^2e^{-r/n}M(-m,4,x)$, $m = n-2$, $x = 2r/n$. Leibniz's rule shows that $L = x^{-3}e^x(d/dx)^m(x^{m+3}e^{-x})/m!$ equals $(m+3)!/(6\,m!)$ times $M(-m,4,x)$, with leading terms $(-1)^m[x^m-m(m+3)x^{m-1}]/m!$. Integrating by parts $m$ times, with $(xL)^{(m)} = (-1)^m[(m+1)x-m(m+3)]$,

$$\int_0^\infty x^4e^{-x}L^2dx = \frac{(m+1)(m+4)!-m(m+3)(m+3)!}{m!} = 2n\,\frac{(m+3)!}{m!}.$$

With $(m+3)!/m! = n(n^2-1)$, normalisation reads $1 = \mathcal N^2(n/2)^5\,36\cdot2n/[n(n^2-1)]$, so $\mathcal N^2 = 4(n^2-1)/9n^5$. The formula for $J$ with $P = \lambda+1/n$, $Q = 2/n$, $\beta = 2-n$ gives $J(1) = 6n^4(n-1)^{n-2}/(n+1)^{n+2}$ and $-d\ln J/d\lambda = n(n+2)/(n+1)-n(n-2)/(n-1) = 2n^2/(n^2-1)$. Hence $\int su_{n1}dr = 24\mathcal Nn^6(n-1)^{n-3}/(n+1)^{n+3}$, and with $\omega_n = (n^2-1)/2n^2$,

$$f_n = \tfrac23\omega_n\Big(\int su_{n1}dr\Big)^2 = \frac{2^8n^5(n-1)^{2n-4}}{3(n+1)^{2n+4}} .$$

At $\omega=0$ both terms have $E=-\tfrac12$, which is no eigenvalue of the $p$ channel. The function $w = (2r^2+r^3)e^{-r}$ has $-\tfrac12w'' = (-2+r+2r^2-\tfrac12r^3)e^{-r}$ and $(r^{-2}-r^{-1}+\tfrac12)w = (2-r+\tfrac12r^3)e^{-r}$, which sum to $s$. Then $\alpha(0) = \tfrac83\int(r^4+\tfrac12r^5)e^{-2r}dr = \tfrac83(\tfrac{24}{32}+\tfrac{120}{128}) = \tfrac92$. The scheme with $q=0$, $h=0.01$, $R=40$ gives 4.50000000 bohr³.

## Worked example: H(1s) at $\omega = 1$ hartree

Here $\omega = 27.2114$ eV, $k=1$, $\eta=-1$, with $h = 0.01$ bohr, $R = 40$ bohr, $N = 4000$. Eight decimals serve to compare routes to one mathematical quantity. For real hydrogen the reduced mass $\mu$ gives $\alpha_\mu(\omega)=\mu^{-3}\alpha(\omega/\mu)$, a change of about $5\times10^{-4}$ in both parts at this frequency, so three figures are the physical content.

Since $kR = 40>26$, the series is summed directly. With $\sigma_1 = -0.48375784$,

$$H^+(40) = -0.04627432-0.98708986\,i,\qquad q = 0.99995039+0.01024066\,i .$$

The modulus is $|H^+|^2 = 0.00214+0.97435 = 0.97649$, and $kh/|H^+|^2 = 0.010241$ reproduces $\mathrm{Im}\,q$. The two solves give, in bohr³,

$$a(E_0+\omega) = -1.88562801+0.36270541\,i,\qquad a(E_0-\omega) = 0.67964819,$$

$$\alpha = -1.20597981+0.36270541\,i .$$

The cross section is $4\pi\times7.2973526\times10^{-3}\times1\times0.36270541 = 0.03326053$ bohr², and with 1 bohr² $= 28.00285$ Mb, $\sigma = 0.931$ Mb.

The amplitude $A = w_N/H^+(40) = 1.47520590$ has no imaginary part at eight decimals, and $kA^2/6 = 2.1762324/6 = 0.3627054$. The closed form has $C_1 = 1.18274077$ and $D = 24\times1.18274077\,e^{-\pi/2}/8 = 0.73760295$; 80-point Gauss–Legendre quadrature of $F_1s$ on $[0,45]$ gives the same digits. Then $2D = 1.4752059 = A$ and $2D^2/3 = 0.3627054$. At the interior point $r=3$ the grid value is $w = -2.56141670-0.05475317\,i$, and the Green's-function integral (30 Gauss points on $[0,3]$, 60 on $[3,45]$) gives the same eight decimals.

For the real part, the bound sum is taken to $n = 20000$ and closed by treating the remaining terms as proportional to $n^{-3}$; the principal value is done by adaptive quadrature with a Cauchy weight. The parts are $-0.67346056$ and $-0.53251925$, total $-1.20597981$ bohr³. The bound part is negative because every $\omega_n<\omega$; in the continuum the states below $\omega$ contribute negatively, those above positively, and the net is negative. The same sums without denominators give $0.56500415+0.43499585 = 1.00000000$.

With the same grid, in bohr³ and Mb:

| $\omega$ | Re $\alpha$ | Im $\alpha$ | $\sigma$ |
|---|---|---|---|
| 0.505 | −4.259003 | 4.734127 | 6.14 |
| 0.600 | −3.297785 | 2.505065 | 3.86 |
| 1.000 | −1.205980 | 0.3627054 | 0.931 |
| 2.000 | −0.275019 | 0.02395361 | 0.123 |
| 5.000 | −0.041036 | 0.0005781880 | 0.00742 |

The closed form has the same seven figures of $\mathrm{Im}\,\alpha$ in every row. At $\omega=5$ the real part is near $-1/\omega^2 = -0.04$. For He⁺ at $\omega=3$ (the scaled image of hydrogen at 0.75), $h = 0.005$ and $R=25$ give $\alpha = -0.13623750+0.06787009\,i$ bohr³, the closed form 0.06787009 for the imaginary part, and $\sigma = 0.523$ Mb.

The factor $4\pi\omega/c$ can be reached without $\alpha$. For a pulse $F_0\cos\omega t\,e^{-t^2/2\tau^2}$, first-order theory gives the ionisation probability $\sum_n|\langle n|z|0\rangle\tilde F(\omega_n)|^2$, with $\tilde F(\omega_n) = \tfrac12F_0\tau\sqrt{2\pi}\,[e^{-\tau^2(\omega_n-\omega)^2/2}+e^{-\tau^2(\omega_n+\omega)^2/2}]$, and the photon fluence is $cF_0^2\tau\sqrt\pi/(8\pi\omega)$. Diagonalising the three-point finite-difference $p$-wave Hamiltonian in a 300 bohr box ($h = 0.025$, 39 states between 0.3 and 0.7 hartree), with $F_0 = 0.001$ and $\tau=80$, gives $2.57292\times10^{-5}/7.73143\times10^{-4} = 0.03328$ bohr². This exceeds $\sigma$ by about $5\times10^{-4}$ of its value. This route has its own errors, from the finite bandwidth $1/\tau$ and from the second-order grid; they need not have the same sign and are not separated here.

**Convergence.** For the resonant term, $|a(h)-a(h/2)|$ is $6.49\times10^{-7}$ at $h=0.1$ and $4.10\times10^{-8}$ at $h=0.05$, an order $\log_2$ of the ratio equal to 3.99. An error $Ch^4$ makes the first difference $\tfrac{15}{16}Ch^4$, so $|C|\approx6.9\times10^{-3}$. The outer boundary term accounts for $0.363/480\approx8\times10^{-4}$ of this, and the region of the source for most. The implied absolute error at $h = 0.01$ is $7\times10^{-11}$ bohr³. Removing the origin term changes $a$ by $1.32\times10^{-5}$ at $h=0.05$ and $1.66\times10^{-6}$ at $h=0.025$, order 2.99.

Relative to $R=40$, $a$ changes by $6.4\times10^{-3}$ at $R=10$, $1.3\times10^{-10}$ at $R=30$ and $1.6\times10^{-11}$ at $R=60$. The first follows from the truncation estimate: $s(10) = 200e^{-10} = 9.08\times10^{-3}$, local decay rate $1-2/R = 0.8$, local wavenumber $K = \sqrt{1+0.2-0.02} = 1.086$, $|H^+|\approx K^{-1/2} = 0.96$, so $\tfrac23\times1.475\times9.08\times10^{-3}\times0.96/|0.8-1.086i| = 6.4\times10^{-3}$. The last is too large for truncation. It comes from the boundary term, whose modulus is $8\times10^{-12}$ at this $h$: its phase factor $e^{2i\theta}$ nearly reverses sign between $R=40$ and $R=60$, which gives a change of about $1.5\times10^{-11}$.

## Failure modes

A wrong edge condition leaves the equation and the origin intact, so it can only add a multiple of the regular solution: $w\to w+bF_1$. Then $\delta a = bD/3 = bkA/6$, or $\delta a = (b/A)\,\mathrm{Im}\,a$.

**Hard wall at $E>0$.** From $AH^++bF_1=0$ at $kR$, $b/A = -(G_1/F_1+i)$, and

$$a_{\rm box} = \mathrm{Re}\,a-\mathrm{Im}\,a\,\frac{G_1(kR)}{F_1(kR)} .$$

The imaginary part cancels exactly, and the real part has a pole whenever $F_1(kR)=0$, that is at each box level. At $R=40$, $G_1/F_1 = 0.0468795$ and $a_{\rm box} = -1.885628-0.017003 = -1.902631$, the value the solve with $q=0$ gives; at $R=41$ it gives $-1.348401$. Increasing $R$ does not lead to a limit.

**Plane-wave edge.** Imposing $dw/d\rho = iw$ gives $b/A = -(H^{+\prime}-iH^+)/(F_1'-iF_1)$. The Wronskian makes $\mathrm{Im}(H^{+\prime}/H^+) = 1/|H^+|^2\equiv1+\epsilon$ exactly. The series gives $H^{+\prime}/H^+ = i(1+\nu/\rho)-c_1/\rho^2+\dots$ with $c_1 = -\nu/2+i(2+\nu^2)/2$, so $\epsilon = \nu/\rho+O(\rho^{-2})$ and the real part $\nu/2\rho^2$ is of higher order. Neglecting it, $H^{+\prime}-iH^+ = i\epsilon H^+$, and from $F_1 = (H^+-H^{+*})/2i$, $F_1'-iF_1 = \tfrac12\epsilon H^++(1+\tfrac12\epsilon)H^{+*}$. To leading order

$$|\delta a|\simeq\mathrm{Im}\,a\;\frac Z{k^2R} .$$

With $q = e^{ikh}$ the ratio $|\delta a|/\mathrm{Im}\,a$ is 0.02408 at $R=40$ and 0.01226 at $R=80$, against 0.02500 and 0.01250. At $R=40$, $H^+$ is almost purely imaginary, $H^+\approx-H^{+*}$, the two $\tfrac12\epsilon$ terms cancel, and the ratio is $\epsilon = 1/0.97649-1 = 0.02408$. While $Z/(k^2R)\ll1$, the relative error $|\delta a|/\mathrm{Im}\,a$ falls only as $1/R$ and grows as $1/k^2$ when $k$ is lowered, because the Coulomb tail still shifts the local wavenumber at $R$.

**Wrong sign.** Matching to $G_1-iF_1$ conjugates the whole linear system and returns $a^*$, a negative cross section.

**Finite damping.** Solving at $E+i\gamma$ with a distant wall avoids $H^+$, at the price of an error $i\gamma\,da/dE$ linear in $\gamma$ and a box with $e^{-2\gamma R/k}\ll1$. With $R = 1500$, $h=0.02$, the values at $\gamma = 0.01,\dots,0.04$ have imaginary parts 0.39251494, 0.42162831, 0.45001950, 0.47766512; the first is 8% above $\mathrm{Im}\,a$. The cubic through four equally spaced points, evaluated at $\gamma=0$, is $4a_1-6a_2+4a_3-a_4$, which gives $-1.88563+0.36270\,i$, the outgoing value at five decimals to within one unit of the last.

**Threshold.** As $k\to0^+$, $\rho_{\rm far}$ grows as $Z^2/k^2$ and the inward integration lengthens without bound, although $\sigma$ stays finite. Below threshold $\mathrm{Im}\,\alpha$ vanishes except at the poles $\omega_n$, $H^+$ is replaced by the decaying solution, and a wall needs $R$ well beyond the orbit size $2n^2/Z$ of the nearest level. Within a natural linewidth of a pole the model itself fails.

**High frequency.** $\mathrm{Im}\,\alpha/|\mathrm{Re}\,\alpha|$ falls as $\omega^{-5/2}$ in the limit $k\gg Z$, because $D$ is the small remainder of an oscillating integrand. The limit is approached slowly: expanding the closed form to first order in $\nu$ gives a correction factor $1-\pi\nu$, valid only for $\pi\nu\ll1$, and for hydrogen the local power of $\mathrm{Im}\,\alpha$ is $-4.1$ at $\omega=5$ and $-4.4$ at $\omega=200$, against the limiting $-4.5$. A fixed absolute error in $a$ is then a growing relative error in $\sigma$, and $h$ must shrink at least as $1/k$. The physics fails independently when $k/c$ or $Z/c$ ceases to be small. Relativity then matters, and so does the spatial variation of the field: for $k\gg Z$ the large contributions to $D$ from $r\sim1/Z$ cancel by oscillation, and the remainder is fixed by the form of the integrand near the nucleus, on the scale $r\sim1/k$, over which the photon phase $\omega r/c$ changes by about $k/2c$, while near threshold the relevant size is $1/Z$ and the phase change is $\omega/(cZ)\approx Z/2c$.

**Other potentials.** The edge condition assumes a pure Coulomb potential beyond $R$. For a screened potential, $\eta$ must use the asymptotic charge, $R$ must lie outside the screening, the source must be built from the new ground state, the origin series keeps its $O(h^6)$ cost when it uses the nuclear charge, the constant term of the potential and $p = -u_0'(0)/5$ (dropping $p$ costs $O(h^5)$ and leaves the overall order at four), and $A$ acquires the phase factor of the short-range phase shift; the flux form $\mathrm{Im}\,\alpha = k|A|^2/6$ survives because it used only a real potential and the Wronskian.

Numerical values quoted here were computed with a short program.
